# A Hadamard Gate Promotes a Visible Spin to a Deep Hidden Unit, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one spin to a layered network

### Four signs that appear from nowhere

A small neural-network state of three spins has eight amplitudes, all positive, the smallest 3.42340 and the largest 6.26076. A Hadamard gate acts on the first spin. Four amplitudes are now negative, while the sum of squares is still 174.21096.

| bits \(v_1v_2v_3\) | before | after |
|---|---|---|
| 000 | 3.82874 | 6.48233 |
| 001 | 3.42340 | 5.45761 |
| 010 | 4.59988 | 7.67963 |
| 011 | 4.02226 | 6.33348 |
| 100 | 5.33867 | −1.06768 |
| 101 | 4.29483 | −0.61619 |
| 110 | 6.26076 | −1.17442 |
| 111 | 4.93463 | −0.64515 |

The network that produced the first column has real parameters, and its amplitudes are sums of exponentials of real numbers. Such sums are positive. No choice of real parameters in a network of that kind can give the second column, even up to a common factor, because the second column contains both signs. The question is what network does give it, and how much of the old one survives.

### Conventions

Each spin is described by a bit \(v_i\in\{0,1\}\), and \(\Psi(v)\) is the amplitude of the basis state \(|v_1\ldots v_N\rangle\). The Pauli matrix \(Z\) has eigenvalue \((-1)^{v}\) on \(|v\rangle\), and \(X\) exchanges \(|0\rangle\) and \(|1\rangle\). Amplitudes are not normalised; expectation values are divided by the sum of squared moduli. All parameters are dimensionless.

A restricted Boltzmann machine (RBM) with hidden bits \(h_j\in\{0,1\}\), \(j=1,\ldots,M\), assigns the amplitude
\[
\Psi(v)=\sum_h \exp\Big(\sum_i a_iv_i+\sum_j b_jh_j+\sum_{ij}v_iW_{ij}h_j\Big).
\]
The biases \(a_i,b_j\) and the couplings \(W_{ij}\) may be complex. "Restricted" means that there are links between visible and hidden bits, but none inside either group. "Deep" will mean that hidden bits are also linked to other hidden bits.

The Hadamard gate on one spin has the matrix
\[
H(x,g)=\frac{(-1)^{xg}}{\sqrt2},\qquad x,g\in\{0,1\},
\]
where \(g\) is the bit before the gate and \(x\) the bit after it. Its square is the identity:
\[
\sum_g H(y,g)H(g,x)=\frac12\sum_g(-1)^{g(x+y)}=\delta_{xy}.
\]
For \(x=y\) the exponent is even and both terms are 1; for \(x\ne y\) the terms are 1 and \(-1\). Since \(H\) is also real and symmetric, it is unitary, which is why the sum of squares did not change.

### Stage one: a single spin without hidden bits

Take \(N=1\), \(M=0\) and \(\Psi(v)=e^{av}\). After the gate,
\[
\Psi'(x)=\sum_{g}H(x,g)\,e^{ag}=\frac{1}{\sqrt2}\sum_g e^{i\pi xg+ag}.
\]
The last form uses \((-1)^{xg}=e^{i\pi xg}\), which holds because \(xg\) is an integer. This sum already has the shape of an RBM amplitude. The bit \(x\) is visible and has no bias. The old bit \(g\) is summed over, as a hidden bit is. It has bias \(a\), and the link between the two is \(i\pi\).

So the basis change does not destroy the old variable. It turns the old variable into one over which amplitudes are added. The two values of \(g\) are the two ways in which the new outcome \(x\) can be reached, and the link \(i\pi\) carries their relative sign.

Carrying out the sum gives
\[
\Psi'(0)=\frac{1+e^a}{\sqrt2},\qquad \Psi'(1)=\frac{1-e^a}{\sqrt2}.
\]
Two limits test this. For \(a=0\) the initial state is \(|0\rangle+|1\rangle\), and the result is \(\sqrt2\,|0\rangle\), as it should be. For \(\mathrm{Re}\,a\to-\infty\) the initial state tends to \(|0\rangle\), and both final amplitudes tend to \(1/\sqrt2\).

For this one spin the hidden bit can be removed again. If \(e^a\neq\pm1\), the result is proportional to \(e^{a'x}\) with
\[
e^{a'}=\frac{1-e^a}{1+e^a}.
\]
A second gate applies the same map:
\[
\frac{1-e^{a'}}{1+e^{a'}}=\frac{(1+e^a)-(1-e^a)}{(1+e^a)+(1-e^a)}=\frac{2e^a}{2}=e^a .
\]
The original bias returns, in agreement with \(H^2=1\). The example also warns that a new hidden bit in the construction need not be indispensable for the state.

### Stage two: the spin belongs to an RBM

Now let the gate act on spin \(l\) of a general RBM. Write \(r\) for the bits of all other spins. Only the amplitudes with the same \(r\) are mixed:
\[
\Psi'(x,r)=\sum_g H(x,g)\,\Psi(g,r).
\]
Insert the RBM with its bit \(v_l\) renamed \(g\):
\[
\Psi'(x,r)=\frac{1}{\sqrt2}\sum_{g,h}\exp\Big(i\pi xg+a_lg+\sum_j gW_{lj}h_j+E(r,h)\Big),
\]
\[
E(r,h)=\sum_{i\ne l}a_iv_i+\sum_jb_jh_j+\sum_{i\neq l}\sum_j v_iW_{ij}h_j .
\]
The sums are finite, so their order is immaterial and nothing has been approximated. This is the promised network, in what will be called the direct form. Its parameters can be read from the exponent:

- The promoted bit \(g\) is hidden. It keeps the bias \(a_l\) and the couplings \(W_{lj}\).
- The new visible bit \(x\) has zero bias and is linked to \(g\) alone, with strength \(i\pi\).
- The parameters in \(E(r,h)\), which concern the other spins and the old hidden bits, are unchanged.

The numbers \(W_{lj}\) have not changed, but their role has. They used to link a visible bit to hidden bits. They now link the hidden bit \(g\) to the hidden bits \(h_j\). This is the sense in which the machine has become deep.

The first limit to try is \(W_{lj}=0\) for every \(j\). Then \(g\) is linked only to \(x\), the sum over \(g\) separates, and spin \(l\) contributes the factor \((1\pm e^{a_l})/\sqrt2\) of stage one. No hidden-hidden link is present, and the machine is not deep. In the direct form, a gate on an RBM gives a deep machine only if the spin was coupled to the hidden bits before the gate.

### The numbers of the opening table

The example has
\[
a=(0.2,\,-0.3,\,0.1),\qquad b=(0.1,\,-0.2),
\]
\[
W=\begin{pmatrix}0.5&-0.4\\0.3&0.6\\-0.7&0.2\end{pmatrix},
\]
with one row per visible bit. The sum over each \(h_j\) in the RBM has two terms and can be done separately, because the \(h_j\) are not linked to each other:
\[
\Psi(v)=e^{\sum_i a_iv_i}\prod_j\big(1+e^{b_j+\sum_i v_iW_{ij}}\big).
\]
For \(r=00\), that is \(v_2=v_3=0\), this gives
\[
\Psi(0,00)=(1+e^{0.1})(1+e^{-0.2})=3.82874,
\]
\[
\Psi(1,00)=e^{0.2}(1+e^{0.6})(1+e^{-0.6})=5.33867 .
\]
In the second line the exponents are \(b_1+W_{11}=0.1+0.5\) and \(b_2+W_{12}=-0.2-0.4\). The gate forms the sum and the difference:
\[
\Psi'(0,00)=\frac{3.82874+5.33867}{\sqrt2}=6.48233,
\]
\[
\Psi'(1,00)=\frac{3.82874-5.33867}{\sqrt2}=-1.06768 .
\]
The origin of the sign is now plain. For positive initial amplitudes, \(\Psi'(1,r)\) is negative when \(\Psi(1,r)>\Psi(0,r)\). The table shows this inequality for all four values of \(r\): \(5.33867>3.82874\), \(4.29483>3.42340\), \(6.26076>4.59988\) and \(4.93463>4.02226\). Hence there are four negative amplitudes. With other parameters the number could be anything from zero to four.

The network represents these signs by one imaginary link. At \(x=0\) the factor \(e^{i\pi xg}\) is 1 for both values of \(g\), and the contributions add. At \(x=1\) it is \(-1\) for \(g=1\), and they partly cancel.

### Stage three: putting the network in layers

A deep Boltzmann machine is usually drawn with the visible bits in layer 0 and hidden bits in layers 1, 2 and so on, with links between neighbouring layers only. The direct form does not quite fit. Suppose some \(h_j\) is linked both to spin \(l\) and to another spin. It must stand in layer 1, because it touches a visible bit. The promoted bit \(g\) touches this \(h_j\), so \(g\) belongs in layer 2. But \(g\) also touches \(x\) in layer 0, and that link skips a layer.

The cure is to replace the link by a path through one more hidden bit \(k\) in layer 1. We need a sum over \(k\) that reproduces \((-1)^{xg}\), using only biases and links from \(k\) to \(x\) and from \(k\) to \(g\).

The sign \((-1)^{xg}\) depends only on \(n=x+g\): it is \(1,1,-1\) for \(n=0,1,2\). A sum of two exponentials with opposite phases is a cosine, so try a multiple of \(\cos(\varphi_0+n\delta)\). The equality of the values at \(n=0\) and \(n=1\) is met by \(\varphi_0=-\delta/2\), since the cosine is even. The third value must then satisfy
\[
\cos\frac{3\delta}{2}=-\cos\frac{\delta}{2}.
\]
This holds if the two angles add to \(\pi\), so \(2\delta=\pi\) and \(\delta=\pi/2\). The common magnitude is \(\cos(\pi/4)=1/\sqrt2\), which a factor \(\sqrt2\) compensates:
\[
(-1)^{xg}=\sqrt2\,\cos\varphi,\qquad \varphi=\frac{\pi(x+g)}{2}-\frac{\pi}{4}.
\]
Now write the cosine as a sum over a bit, \(\cos\varphi=\tfrac12\sum_k e^{i\varphi(1-2k)}\). The factor \(1/\sqrt2\) of the gate cancels the \(\sqrt2\), so
\[
H(x,g)=\frac12\sum_k e^{i\varphi(1-2k)} .
\]
Multiplying out the exponent gives
\[
i\varphi(1-2k)=\frac{i\pi(x+g)}{2}-\frac{i\pi}{4}-i\pi k(x+g)+\frac{i\pi k}{2}.
\]
The constant term goes in front of the sum:
\[
H(x,g)=\frac{e^{-i\pi/4}}{2}\sum_k\exp\Big[\frac{i\pi}{2}(x+g+k)-i\pi k(x+g)\Big].
\]
The three cases can be checked directly. For \(x+g=0\) the sum is \(1+i\). For \(x+g=1\) it is \(i+1\), since the term \(k=1\) is \(e^{i\pi}e^{-i\pi}=1\). For \(x+g=2\) it is \(-1-i\), since the terms are \(e^{i\pi}\) and \(e^{3i\pi/2}e^{-2i\pi}\). As \(1+i=\sqrt2\,e^{i\pi/4}\), the prefactor turns these sums into \(1/\sqrt2\), \(1/\sqrt2\) and \(-1/\sqrt2\).

In the layered form, then, \(x\) and \(k\) have bias \(i\pi/2\), the bias of \(g\) becomes \(a_l+i\pi/2\), and the links \(k\)–\(x\) and \(k\)–\(g\) are both \(-i\pi\). There is no direct link between \(x\) and \(g\). For the example, \(g\) has bias \(0.2+1.57080\,i\) and is linked to \(h_1\) and \(h_2\) with the old strengths \(0.5\) and \(-0.4\). Layer 0 holds \(x,v_2,v_3\), layer 1 holds \(h_1,h_2,k\), and layer 2 holds \(g\). The overall factor is \(0.35355-0.35355\,i\), which is \(\tfrac12e^{-i\pi/4}\).

Both forms were tested on four machines with three visible and two hidden bits and random complex parameters. For a gate on each spin in turn, the sum over all hidden bits agreed with the Hadamard matrix applied to the list of amplitudes, with relative and absolute tolerances of \(10^{-10}\).

## Part 2. Repeated gates, and when the depth can be removed

### What is carried over

The gate acts on spin \(l\), whose old bit is \(g\) and whose new bit is \(x\). The other visible bits are \(r\), and the old hidden bits are \(h_j\) with biases \(b_j\). In the direct form,
\[
\Psi'(x,r)=\frac1{\sqrt2}\sum_{g,h}\exp\Big(i\pi xg+a_lg+\sum_jgW_{lj}h_j+E(r,h)\Big),
\]
where \(E(r,h)\) contains the unchanged terms of the other spins and the hidden biases. In the layered form the link \(x\)–\(g\) is replaced by a path through a hidden bit \(k\) in layer 1, and \(g\) stands in layer 2. The example has \(a_1=0.2\), \(W_{11}=0.5\), \(W_{12}=-0.4\), \(b_1=0.1\), \(b_2=-0.2\), and the gate acts on spin 1.

### Stage four: more than one gate

One might expect every further Hadamard gate to add a further layer. It does not. Consider any network with a visible layer 0 and hidden layers 1 and 2, in which links join neighbouring layers only. An RBM is the case with layer 2 empty. Apply a gate to one spin, and let \(u\) be its present visible bit.

All neighbours of \(u\) are in layer 1, because \(u\) is in layer 0. After the gate \(u\) is summed over. Move it to layer 2: its old links still join neighbouring layers. The new visible bit \(x\) enters layer 0, and the new bit \(k\) enters layer 1. The links \(k\)–\(x\) and \(k\)–\(u\) then join layers 1 and 0, and layers 1 and 2. The network is again of the type assumed.

By induction, any sequence of Hadamard gates on an RBM is represented with two hidden layers. Each gate adds two hidden bits, one to each layer. The argument did not require the spins to be different.

A test used the same four random machines and three sequences of gates: on spins 1, 2, 3; on spins 1, 2, 1; and on spin 3 twice. The amplitudes agreed with successive matrix multiplications within the tolerances stated earlier, and the links respected the two-layer arrangement.

The limit of two gates on the same spin can be followed by hand. Let \(g\) be the original bit, \(g'\) the bit between the gates and \(y\) the final one. In the direct form the links \(g\)–\(g'\) and \(g'\)–\(y\) give
\[
\frac12\sum_{g'}(-1)^{g'(g+y)}=\delta_{gy}.
\]
The sum over \(g\) then sets \(g=y\) and restores \(\Psi(y,r)\), the original RBM. In the layered form this state is written with four more hidden bits than before, though the state itself is unchanged. The number of hidden bits produced by the construction is therefore no measure of how complicated the state is.

Any sequence of Hadamard gates on an RBM can be represented exactly with two hidden layers, each gate adding two hidden bits. It remains to ask whether the promoted bit \(g\) is really needed, or whether summing over it would leave an RBM.

Numbers in the example were calculated in double precision.
